Hermite Reciprocity and the Fermion–Boson Correspondence for Total J, part 1

(Sections cited here and not found follow in the second part.)

## First half: from projections to Gaussian binomials

Q: I have been told that a shell of identical fermions can be "the same" as a system of bosons with a different spin. Fermions exclude each other and bosons do not. What could possibly be the same?

A: The list of total angular momenta. Let V_j be the multiplet of a single particle of spin j, with its 2j+1 states. Put n identical particles into it and couple them. The resulting space splits into multiplets of total angular momentum J. I call the list of J values, each with the number of times it occurs, the J content. There are two statements about it.

(A) Hermite reciprocity: for integers n, m ≥ 0, n bosons of spin m/2 have the same J content as m bosons of spin n/2.

(B) For 1 ≤ n ≤ 2j+1, n fermions of spin j have the same J content as n bosons of spin

j' = j − (n−1)/2.

I set ħ = 1, so angular momenta are pure numbers. Neither statement says anything about energies.

Q: Statement (B) already troubles me. Three fermions with j = 7/2 would be matched with bosons of spin 5/2. There are no such bosons.

A: The words refer to permutation symmetry alone. "n bosons of spin j" means the states in the n-fold product of V_j that are unchanged when two particles are exchanged. "n fermions of spin j" means the states that change sign. Both subspaces exist as mathematics for every j, integer or half-integer. The link between spin and statistics is a further physical law, and the proof does not use it. When j' is an integer, the partner system is also physically admissible as a set of bosons.

Q: Why should the symmetric or antisymmetric states form complete multiplets at all? Rotations might lead out of the subspace.

A: They do not. The total angular momentum is a sum of one identical term per particle, so relabelling the particles leaves it unchanged. It therefore commutes with every permutation, and it takes symmetric states to symmetric states and antisymmetric states to antisymmetric ones.

Inside such a finite space, take a state with the highest projection M that occurs. The raising operator J₊ annihilates it, because there is no state higher up. It is therefore the top of a multiplet with J = M, and repeated lowering produces that multiplet's 2J+1 states. The orthogonal complement is again invariant under rotations, since the components of the angular momentum are Hermitian. Repeat the argument there until nothing is left.

Q: To compare J contents you would then have to diagonalize J² for every n and j. How can a general proof work?

A: By counting states according to M, which needs no diagonalization. Let D(M) be the number of independent states with total projection M, and d(J) the number of multiplets with total angular momentum J. A multiplet J supplies one state for each M = −J, −J+1, …, J. Hence, for M ≥ 0,

D(M) = d(M) + d(M+1) + d(M+2) + …

The same sum for M+1 lacks the first term. Subtracting the two and writing J for M gives

d(J) = D(J) − D(J+1).     (1)

So the numbers D(M) determine the J content. If two systems have equal D(M) for all M, their J contents agree.

Q: Agreed. But D(M) still has to be counted for indistinguishable particles. What are the independent states?

A: Number the single-particle states by

k = j + μ,   k = 0, 1, …, 2j,

where μ is the projection of one particle. I call these states orbitals. Choosing how many particles sit in each orbital and then symmetrizing, or antisymmetrizing, gives one basis state per choice. States with different occupations are orthogonal.

For fermions each orbital holds at most one particle, so a basis state is a set of n different values of k. For bosons repetitions are allowed, and a basis state is a list of n values in which order does not matter. In both cases define K as the sum of the occupied k values, counted with repetition. Since μ = k − j for each particle,

M = K − nj.     (2)

Counting by M is the same as counting by K, up to this shift.

Q: Counting sets of integers with a given sum is a combinatorial problem without an obvious closed form. What do you gain?

A: A generating function, which handles all sums together. Let q be a bookkeeping variable whose exponent records K, and z one whose exponent records the number of particles. An orbital k that may be empty or singly occupied contributes the factor 1 + zq^k. With N = 2j+1 orbitals, the fermions have

F(z) = (1+z)(1+zq)(1+zq²) … (1+zq^(N−1)).     (3)

Multiplying out means choosing one term from each bracket, that is, choosing which orbitals are filled. The power of z counts the particles and the power of q adds up their k values. Write

F(z) = f₀ + f₁z + f₂z² + …,   f₀ = 1.

The coefficient of q^K in fₙ is then the number of n-fermion states with that K.

Q: You have rewritten the problem, not solved it. How do you find fₙ without expanding the product each time?

A: Replace z by qz. Every factor 1 + zq^k becomes 1 + zq^(k+1), so the whole product slides up by one orbital:

F(qz) = (1+zq)(1+zq²) … (1+zq^N).

Compared with F(z), the factor 1+z is missing and the factor 1+zq^N is new. Multiplying each side by what it lacks gives

(1+z) F(qz) = (1+zq^N) F(z).     (4)

Now compare the coefficients of z^n for n ≥ 1. In F(qz) the coefficient of z^n is q^n fₙ. The extra z on the left brings in the coefficient of z^(n−1), and likewise on the right. Thus

q^n fₙ + q^(n−1) fₙ₋₁ = fₙ + q^N fₙ₋₁.

Move the fₙ terms to the right and the fₙ₋₁ terms to the left:

(q^(n−1) − q^N) fₙ₋₁ = (1 − q^n) fₙ.

Taking q^(n−1) out of the bracket leaves

(1 − q^n) fₙ = q^(n−1) (1 − q^(N−n+1)) fₙ₋₁.     (5)

Each particle number follows from the one before.

Q: Does this recurrence know about the exclusion principle? Nothing in it seems to stop at n = N.

A: Put n = N+1. The bracket on the right is 1 − q⁰ = 0, so f_(N+1) = 0. Every later coefficient is a multiple of an earlier vanishing one, so it vanishes too. With more fermions than orbitals there is no state, which is the reason for the restriction n ≤ 2j+1 in (B).

For n ≤ N, start from f₀ = 1 and apply (5) n times. The prefactors collect to

q^(0+1+…+(n−1)) = q^(n(n−1)/2).

The remaining factors have numerators 1 − q^N, 1 − q^(N−1), …, 1 − q^(N−n+1) and denominators 1 − q, 1 − q², …, 1 − q^n. This quotient deserves a name. For integers a ≥ b ≥ 1 define the Gaussian binomial

[a,b] = (1−q^a)(1−q^(a−1)) … (1−q^(a−b+1)) / ((1−q)(1−q²) … (1−q^b)),     (6)

and set [a,0] = 1. Then

fₙ = q^(n(n−1)/2) [N,n].     (7)

Q: A quotient is a strange object for counting states. How do I know that it contains no infinite series or fractional numbers of states?

A: Equation (7) itself settles that for the quotients used here. Its left side came from multiplying out a finite product, so it is a polynomial with non-negative integer coefficients. The smallest K for n fermions is 0+1+…+(n−1) = n(n−1)/2, reached by filling the lowest orbitals. Removing the factor q^(n(n−1)/2) therefore leaves no negative powers, and [N,n] is a polynomial with the same coefficients.

There is also a check on the total. Let q approach 1. Each ratio (1−q^s)/(1−q^t), with s and t positive integers, approaches s/t, so

[N,n] → N(N−1) … (N−n+1) / (1·2 … n).

This is the ordinary binomial coefficient, the number of ways to choose n occupied orbitals out of N. Gaussian binomials refine the total number of states into numbers at fixed K.

Q: Show me one that I can check by hand.

A: Take two fermions with j = 3/2, so N = 4 and n = 2. Definition (6) gives

[4,2] = (1−q⁴)(1−q³) / ((1−q)(1−q²)).

Pair the factors so that each division is a finite geometric sum:

(1−q⁴)/(1−q²) = 1 + q²,
(1−q³)/(1−q) = 1 + q + q².

Their product is

[4,2] = 1 + q + 2q² + q³ + q⁴.

By (7), f₂ = q[4,2] = q + q² + 2q³ + q⁴ + q⁵. The term 2q³ says that two states have K = 3. They are the sets {0,3} and {1,2}. According to (2), K = 3 means M = 3 − 2·(3/2) = 0.

Formula (1) now gives the J content. The counts are D(0) = 2, D(1) = 1, D(2) = 1 and D(3) = 0. Hence d(0) = 2 − 1 = 1, d(1) = 1 − 1 = 0 and d(2) = 1 − 0 = 1. The two fermions couple to J = 0 and J = 2.

Q: That is the familiar result for two identical fermions in this shell. For bosons, though, an orbital can hold any number of particles. Your finite product is gone.

A: The factor for one orbital becomes a geometric series. Occupations 0, 1, 2, … of orbital k contribute

1 + zq^k + z²q^(2k) + … = 1/(1 − zq^k).

Write the boson spin as m/2, so that the orbitals are k = 0, 1, …, m. The generating function is

B(z) = 1 / ((1−z)(1−zq)(1−zq²) … (1−zq^m)).     (8)

Expand it as B(z) = b₀ + b₁z + b₂z² + …, with b₀ = 1. The coefficient of q^K in bₙ is the number of n-boson states with that K.

Q: The series in z no longer ends. Don't you need to worry about convergence?

A: No, because z is not given a numerical value. The identities are read coefficient by coefficient. For fixed n, each orbital holds at most n particles, so the coefficient of z^n receives finitely many contributions and bₙ is a polynomial in q. Products of such series are formed by finite sums for each power of z.

Now slide the orbitals as before. Replacing z by qz gives

B(qz) = 1 / ((1−zq)(1−zq²) … (1−zq^(m+1))).

Relative to B(z), the denominator has lost 1−z and gained 1−zq^(m+1). Therefore

(1 − zq^(m+1)) B(qz) = (1−z) B(z).     (9)

The coefficient of z^n on the left has two parts. The first is q^n bₙ. The second is −q^(m+1) times the coefficient of z^(n−1) in B(qz), which is q^(n−1) bₙ₋₁. Together,

q^n bₙ − q^(m+n) bₙ₋₁ = bₙ − bₙ₋₁.

Bring the bₙ terms to one side and the bₙ₋₁ terms to the other:

(1 − q^n) bₙ = (1 − q^(m+n)) bₙ₋₁.     (10)

Q: The bracket on the right never vanishes now. Is that where the absence of exclusion shows up?

A: Yes. The exponent m+n grows with n, whereas for fermions the exponent N−n+1 shrinks to zero. There is also no extra power of q in (10), because all the bosons may occupy the orbital k = 0, and the smallest K is zero for every n.

Applying (10) n times from b₀ = 1 gives numerators 1 − q^(m+1), …, 1 − q^(m+n) and denominators 1 − q, …, 1 − q^n. Compare this with definition (6) for a = m+n and b = n. Its numerator runs from 1 − q^(m+n) down to 1 − q^(m+1), which are the same factors. Hence

bₙ = [n+m,n].     (11)

For q → 1 this becomes the ordinary binomial coefficient for choosing n out of n+m, the number of ways to distribute n bosons over m+1 orbitals.

Q: Let me try it. Two bosons of spin 1 have n = 2 and m = 2, so b₂ = [4,2]. That is the polynomial you just found for two fermions of spin 3/2.

A: It is, apart from the factor q in f₂. The boson state with K = 0 has M = −2 by (2). The lowest fermion state has K = 1, and M = 1 − 3 = −2 as well. In this case the shift of K is compensated by the different single-particle spin.

## Second half: the two theorems and their limits

Q: Before you generalize from one case, remind me what has been established.

A: Orbitals of a spin-j particle are numbered k = 0, …, 2j, and K is the sum of the occupied k values. The total projection is M = K − nj. The number D(M) of states at each M fixes the number d(J) of multiplets through d(J) = D(J) − D(J+1). The Gaussian binomial [a,b] is the quotient with numerator factors 1 − q^s for s = a−b+1, …, a and denominator factors 1 − q^t for t = 1, …, b. The coefficient of q^K gives the number of states with that K in

fₙ = q^(n(n−1)/2) [2j+1,n]   for n fermions of spin j,
bₙ = [n+m,n]   for n bosons of spin m/2.

Q: Then start with Hermite reciprocity. Exchanging the number of particles with twice their spin looks like mixing up two unrelated quantities.

A: Count by M instead of K. For n bosons of spin m/2, M = K − nm/2, so every exponent is lowered by nm/2. The generating function of D(M) is

C(n,m) = q^(−nm/2) [n+m,n].     (12)

Half-integer exponents may occur. They are labels for half-integer M and cause no difficulty.

The prefactor is symmetric in n and m. To see that the Gaussian binomial is too, define the product

P(r) = (1−q)(1−q²) … (1−q^r),   P(0) = 1.

The numerator of [n+m,n] contains the factors from 1 − q^(m+1) to 1 − q^(m+n). Multiply numerator and denominator by P(m). The numerator is completed to P(n+m), and

[n+m,n] = P(n+m) / (P(n) P(m)) = [n+m,m].     (13)

Thus C(n,m) = C(m,n). Both boson systems have equal D(M) for every M, and by (1) they have equal J content. This proves (A).

Counting states by total projection has given the Gaussian binomials for fermions and bosons, and their symmetry has proved Hermite reciprocity (A). What remains is to see why (A) holds in terms of the states themselves, to prove the fermion–boson statement (B), and to examine what equal J content does and does not imply.
